In the no-pair approximation, the amplitude equations of four-component coupled cluster are not more expensive than those of two-component coupled cluster. Once the integrals have been transformed to positive-energy spinors, both methods solve the same amplitude equations, with arrays of the same size. What makes both dearer than a closed-shell spin-free calculation is the loss of spin symmetry and, in a code that uses neither spatial symmetry nor time reversal to avoid it, complex arithmetic. The steps before the amplitude equations do cost more in the four-component method than in a two-component method that avoids the two-electron integrals over small components.

## The counter-example

Take ammonia distorted until no spatial symmetry is left. Nitrogen is at the origin and the hydrogens are at $(0.90,0,0.35)$, $(-0.50,0.85,0.40)$ and $(-0.50,-0.75,0.30)$ Å. The Hamiltonian is Dirac-Coulomb with point nuclei, in hartree atomic units. A small uncontracted basis has 21 spatial functions, hence $n=42$ two-component basis spinors $\chi_\mu$. Each $\chi_\mu$ also supplies a small-component function $(\boldsymbol\sigma\cdot\mathbf p)\chi_\mu/2c$ (restricted kinetic balance).

The Dirac-Hartree-Fock equations then have 84 solutions, which suggests a correlation problem of twice the usual size. But 42 of them have negative energy and are discarded in the no-pair approximation. Of the other 42, the nitrogen 1s pair is frozen and the four highest virtual pairs are deleted. That leaves $O=8$ occupied and $V=24$ virtual spinors, as in a two-component calculation with the same choices.

Four Hamiltonians were treated at this size. "Dressed" means that the one-electron and Coulomb operators are both transformed to two-component form, with the decoupling taken from the converged four-component Dirac-Hartree-Fock solutions. "Bare" means that the decoupling is taken from the one-electron Dirac operator alone and the Coulomb operator is left untransformed.

| Hamiltonian | SCF / hartree | CCSD correlation / hartree |
|---|---|---|
| spin-free, nonrelativistic | −55.834088 | −0.131061 |
| four-component | −55.863717 | −0.131128 |
| two-component, dressed | −55.863717 | −0.131128 |
| two-component, bare | −55.861562 | −0.131137 |

The fastest CCSD iteration took 48.8 ms with four-component input, 48.9 ms with dressed and 47.4 ms with bare two-component input. The same routine did the same work.

The extra cost over the bare two-component calculation lies earlier. The basis integrals over large components took 0.94 s. Those involving small components took another 1.85 s, so the four-component set took $2.79/0.94\approx3.0$ times as long. These times belong to one machine and one simple loop, which calls the integral library once per shell quartet. The four-component set needs three passes through this loop instead of one, and the overhead of the calls is included. The factor 3.0 is therefore not a measure of the cost of the integrals themselves.

Equal cost does not imply equal energy. The bare SCF energy lies 2155 microhartree above the four-component one, about 7% of the 29.6 millihartree relativistic shift. Its correlation energy differs by −8.5 microhartree. At MP2 level this correlation difference moves from −7.8 to −8.7 microhartree when the four deleted virtual pairs are kept, so it depends on the truncation by about one microhartree. Both differences combine two changes, the untransformed Coulomb operator and the one-electron decoupling. In the SCF energy the first accounts for nearly all of it: with the one-electron decoupling but a dressed Coulomb operator, the energy differs from the four-component one by only −0.14 microhartree. In the correlation energy the two changes were not separated. The dressed calculation shows no difference at the printed digits, and the numerical check requires agreement within $10^{-7}$ hartree. The energies compare Hamiltonians in one small basis and are far from converged. In uncontracted cc-pVDZ the nonrelativistic SCF energy is 0.36 hartree lower, and the gap between it and the bare two-component energy grows from 27.5 to 28.7 millihartree. The Breit interaction, QED and higher excitations are left out.

## The general statement

Fix a set of orthonormal positive-energy spinors, divided into $O$ occupied and $V$ virtual ones. In the no-pair approximation:

1. The coupled-cluster equations at a given excitation level depend on the Hamiltonian only through its one- and two-electron integrals over these spinors. The number of components does not enter.
2. If a two-component Hamiltonian is obtained by transforming both operators with the decoupling built from the positive-energy solutions to which these spinors belong, the integrals are equal too, and so are the energies. A decoupling taken from another operator, such as the one-electron Dirac operator, spans a different positive-energy space and does not in general give this equality.

The comparison assumes equal $O$, $V$ and use of symmetry.

### The component label is summed away

A four-component spinor has a large part $p_L$ and a small part $p_S$, each with two components. The Coulomb operator does not act on the component index, so an orbital product is

$$p^\dagger(\mathbf r)q(\mathbf r)=p_L^\dagger q_L+p_S^\dagger q_S .$$

Inserting this for both electrons gives

$$(pq|rs)=\sum_{X,Y\in\{L,S\}}(p_Xq_X|r_Ys_Y).$$

Four types of basis integral enter on the right. The left side is one number for each set of four spinor labels, just as in a two-component calculation. The no-pair Hamiltonian is

$$H=\sum_{pq}h_{pq}\,p^\dagger q+\tfrac12\sum_{pqrs}(pr|qs)\,p^\dagger q^\dagger s\,r ,$$

where $p^\dagger$ and $q$ now denote creation and annihilation operators, and all sums run over positive-energy spinors. Exchanging the names $r$ and $s$ in the second term changes the sign of the operator string, because $r\,s=-s\,r$. Averaging the two forms gives

$$\tfrac14\sum_{pqrs}\langle pq\|rs\rangle\,p^\dagger q^\dagger s\,r,\qquad \langle pq\|rs\rangle=(pr|qs)-(ps|qr).$$

### The amplitude equations

With reference determinant $\Phi$ and cluster operator $T$, the equations are

$$\langle\Phi_{ij\ldots}^{ab\ldots}|e^{-T}He^{T}|\Phi\rangle=0 .$$

Here $i,j$ are occupied and $a,b,c,d$ virtual spinors. Each matrix element is a sum of integrals times amplitudes times vacuum expectation values of operator strings. Those expectation values follow from

$$\{p,q^\dagger\}=\delta_{pq},\qquad \{p,q\}=0,$$

which hold for any orthonormal spinors. The residuals are therefore fixed polynomials in $h_{pq}$, $\langle pq\|rs\rangle$ and the amplitudes. This proves the first statement.

The term that dominates the work when $V\gg O$ shows how this happens. Let the virtual part of the interaction act on a pair $c^\dagger d^\dagger$. Moving the annihilators to the right gives, on the vacuum,

$$f\,e\,c^\dagger d^\dagger|0\rangle=(\delta_{ec}\delta_{fd}-\delta_{ed}\delta_{fc})|0\rangle .$$

Since $\langle ab\|dc\rangle=-\langle ab\|cd\rangle$, the two deltas contribute equally:

$$\tfrac14\sum_{abef}\langle ab\|ef\rangle a^\dagger b^\dagger f\,e\;c^\dagger d^\dagger|0\rangle=\tfrac12\sum_{ab}\langle ab\|cd\rangle a^\dagger b^\dagger|0\rangle .$$

The doubles operator is $T_2=\frac14\sum t_{ij}^{cd}c^\dagger d^\dagger j\,i$. Comparing the coefficients of $\frac14a^\dagger b^\dagger j\,i$ gives the ladder term

$$\tfrac12\sum_{cd}\langle ab\|cd\rangle\,t_{ij}^{cd}.$$

No index in it refers to a component. In CCSD, $\frac12T_1^2$ contributes in the same way and replaces $t_{ij}^{cd}$ by $t_{ij}^{cd}+t_i^ct_j^d-t_i^dt_j^c$.

Keeping the 42 negative-energy spinors as virtuals would be a different problem. $V$ would rise from 24 to 66, and a $V^4$ term by a factor $(66/24)^4\approx57$. The no-pair approximation excludes this.

### When the energies also agree

Collect the coefficients of the positive-energy solutions in $A$ (large part) and $B$ (small part), both $n\times n$, and assume that $A$ is invertible. With $X=BA^{-1}$,

$$\begin{pmatrix}A\\B\end{pmatrix}=\begin{pmatrix}1\\X\end{pmatrix}A ,$$

so every positive-energy spinor is fixed by its large part. Let $S_L$ and $S_S$ be the overlap matrices of the two component bases. The large parts alone are not normalized; their metric is

$$\tilde S=S_L+X^\dagger S_SX .$$

To restore the metric $S_L$, define

$$M=S_L^{-1/2}\tilde S\,S_L^{-1/2},\qquad R=S_L^{-1/2}M^{-1/2}S_L^{1/2}.$$

All matrices under the roots are Hermitian and positive, so

$$R^\dagger\tilde SR=S_L^{1/2}M^{-1/2}\,M\,M^{-1/2}S_L^{1/2}=S_L .$$

Now put $W=\begin{pmatrix}R\\XR\end{pmatrix}$. Each positive-energy coefficient vector is $c_p=Wu_p$ with a two-component vector $u_p$, and orthonormality becomes $u_p^\dagger S_Lu_q=\delta_{pq}$. For the one-electron operator,

$$c_p^\dagger h\,c_q=u_p^\dagger(W^\dagger hW)u_q .$$

Applying $W$ to all four indices of the Coulomb integrals gives dressed integrals $(\mu\nu|\kappa\lambda)_W$ with

$$(pq|rs)=\sum_{\mu\nu\kappa\lambda}u_{\mu p}^*u_{\nu q}u_{\kappa r}^*u_{\lambda s}(\mu\nu|\kappa\lambda)_W .$$

The two descriptions therefore have equal integrals, which proves the second statement. The converged four-component determinant is also stationary within the fixed positive-energy space, so a two-component SCF calculation can reach the same solution, as it did for ammonia.

This dressing needs the small-component integrals and so saves nothing at the integral stage. Two-component methods save there by approximating the dressed Coulomb operator. Leaving it bare is one such approximation, and the resulting error, called picture change, is an error in the integrals. It does not alter the correlation cost.

## Where the overhead comes from

### Lost spin symmetry

Let $o=O/2$ and $v=V/2$ be the numbers of spatial orbitals. In the spinor ladder, antisymmetry allows the restrictions $i<j$, $a<b$ and $c<d$. The number of products is

$$N_{\rm spinor}=\frac{O(O-1)}2\left[\frac{V(V-1)}2\right]^2 .$$

A closed-shell spin-free code works with spatial amplitudes, for which $t_{ij}^{cd}=t_{ji}^{dc}$. Its ladder is

$$L_{ij}^{ab}=\sum_{cd}(ac|bd)\,t_{ij}^{cd}.$$

Define the combinations

$$W^\pm_{ab,cd}=(ac|bd)\pm(ad|bc),\qquad T^{\pm,cd}_{ij}=t_{ij}^{cd}\pm t_{ij}^{dc}.$$

Since $(bc|ad)=(ad|bc)$,

$$L_{ij}^{ab}\pm L_{ij}^{ba}=\sum_{cd}W^\pm_{ab,cd}\,t_{ij}^{cd}=\tfrac12\sum_{cd}W^\pm_{ab,cd}\,T^{\pm,cd}_{ij}.$$

The last step holds because $W^\pm$ is multiplied by $\pm1$ when $c$ and $d$ are exchanged. The sum can now be restricted to $c\le d$, with weight $\frac12$ for $c=d$. The left side is multiplied by $\pm1$ when $a$ and $b$ are exchanged, so $a\le b$ suffices, and $t_{ij}^{cd}=t_{ji}^{dc}$ gives $L_{ji}^{ba}=L_{ij}^{ab}$, so $i\le j$ suffices. In the minus case the terms with $a=b$, $c=d$ or $i=j$ vanish, the last because $t_{ii}^{cd}=t_{ii}^{dc}$. Hence

$$N_{\rm closed}=\frac{o(o+1)}2\left[\frac{v(v+1)}2\right]^2+\frac{o(o-1)}2\left[\frac{v(v-1)}2\right]^2 .$$

For large $o$ and $v$ this tends to $o^2v^4/8+o^2v^4/8=o^2v^4/4$. The spinor count tends to $O^2V^4/8=(2^2\cdot2^4/8)\,o^2v^4=8\,o^2v^4$. Their ratio is 32.

For ammonia, $o=4$ and $v=12$:

$$N_{\rm spinor}=28\times276^2=2\,132\,928,$$

$$N_{\rm closed}=10\times78^2+6\times66^2=60\,840+26\,136=86\,976 .$$

The ratio is 24.5. It lies below 32 because the spinor pairs exclude equal indices, while the larger closed-shell part includes them.

### Complex arithmetic

The product $(x+iy)(x'+iy')$ takes four real multiplications in the ordinary scheme. Written over plain spinor pairs with complex integrals, the spinor ladder thus takes $4\times2\,132\,928=8\,531\,712$ real multiplications, 98 times the closed-shell number. The large-size limit is $4\times32=128$. In a direct timing, a complex matrix product took 3.5 times as long as a real one.

These ratios concern the ladder term, not a whole CCSD calculation, and they leave time reversal unused. For a closed-shell reference, time reversal removes the factor of four from the ladder term, as shown at the end of the next section. They apply to two- and four-component spinors alike. If the spin-dependent terms are dropped from a relativistic Hamiltonian, spin symmetry and real orbitals return, and with them the closed-shell cost.

## When the spinors cannot be chosen real

Time reversal $\Theta$ is antiunitary, satisfies $\Theta^2=-1$, and commutes with $h$ and with the closed-shell Fock operator. Spinors therefore come in Kramers pairs $(\varphi_k,\Theta\varphi_k)$ of equal energy. Write $\alpha=\langle\varphi_k|h\varphi_l\rangle$ and $\beta=\langle\varphi_k|h\Theta\varphi_l\rangle$. Because $\langle\Theta x|\Theta y\rangle=\langle x|y\rangle^*$, the block of $h$ between pairs $k$ and $l$ is

$$h_{kl}=\begin{pmatrix}\alpha&\beta\\-\beta^*&\alpha^*\end{pmatrix}=a_0+i\,\mathbf a\cdot\boldsymbol\sigma,$$

with $a_0=\mathrm{Re}\,\alpha$ and $\mathbf a=(\mathrm{Im}\,\beta,\mathrm{Re}\,\beta,\mathrm{Im}\,\alpha)$, all real. The minus sign comes from $\Theta^2=-1$. Products keep this form, since $(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma$.

Consider closed loops $h_{kl}h_{lm}h_{mk}$. A change of basis within pair $l$ or $m$ cancels. One within pair $k$ rotates all vectors $\mathbf a$ together. The angles between these vectors therefore do not depend on the choice of spinors.

**No real basis if two axes differ.** Suppose that some basis makes $h$, the Fock matrix and the Coulomb integrals real. Complex conjugation in that basis is an antiunitary $K$ with $K^2=1$ that commutes with $h$ and the Fock operator. Then $U=K\Theta$ is unitary and commutes with them too. If different pairs have different energies, $U$ acts within each pair, and within pair $k$ it commutes with every loop. Two loops with non-parallel $\mathbf a$ leave only $U=e^{i\theta}$ there. From $\Theta^{-1}=-\Theta$ follows $K=-e^{i\theta}\Theta$, and since $\Theta$ conjugates numbers,

$$K^2=e^{i\theta}\Theta e^{i\theta}\Theta=e^{i\theta}e^{-i\theta}\Theta^2=-1 .$$

This contradicts $K^2=1$.

**A planar molecule has a real basis.** Reflection in the molecular plane, $\mathcal M$, includes a spin rotation by $\pi$, so $\mathcal M^2=-1$, and it commutes with $\Theta$. Then $K=\mathcal M\Theta$ is antiunitary with $K^2=\mathcal M^2\Theta^2=+1$. Spinors with $K\varphi=\varphi$ can be built as $\varphi+K\varphi$ or, if that vanishes, as $i\varphi$. Between them, $\langle x|hy\rangle=\langle Kx|Khy\rangle^*=\langle x|hy\rangle^*$ is real. The same argument applied to both electrons makes the Coulomb integrals real. The factor of four can then be avoided, while the spin factor remains.

The loops can be examined at any pair $k$; for each case the occupied valence pair with the largest spin part was used. The planar molecule has the three hydrogen heights set to zero, and its pairs come from a four-component Fock operator built from the nonrelativistic density; this operator is not self-consistent but has the same symmetries. The vectors $\mathbf a$ of the loops with $l$ and $m$ among the 16 lowest positive-energy pairs form a matrix with three rows. Its largest singular value, relative to the norm of the scalar parts $a_0$, and the ratio of its second to its first singular value were:

| Case | Spin part | Second / first |
|---|---|---|
| spin-free | $3\times10^{-15}$ | – |
| planar ammonia | $1.1\times10^{-5}$ | $1\times10^{-8}$ |
| distorted ammonia | $6.0\times10^{-5}$ | 0.081 |

The spin-free value is rounding noise. In the planar molecule all vectors share one axis to numerical accuracy. The distorted molecule has more than one axis. Barring an accidental degeneracy between its Kramers pairs, no basis of its positive-energy spinors therefore makes $h$, the Fock matrix and the Coulomb integrals real together, although the spin part is small. The loops use the full $h$ and include the 1s pair; the frozen-core operator on the active spinors alone was not examined separately. The arguments for and against a real basis use spin-orbit coupling and spatial symmetry, but nowhere the number of components.

**Electron pairs can always be chosen real.** The result above concerns single spinors. On a pair of electrons, time reversal acts on both and squares to $(-1)^2=+1$. With Kramers-paired spinors, a pair determinant $x$ is either invariant or combines with its image into the invariant functions $(x+\Theta x)/\sqrt2$ and $i(x-\Theta x)/\sqrt2$. Between invariant pair functions, $\langle ab\|cd\rangle$ is real, and so are the doubles amplitudes of a closed-shell state, because both commute with $\Theta$. For the distorted ammonia the ladder can therefore be evaluated with $2\,132\,928$ real multiplications, apart from the cheap change of pair basis, and only the spin factor of 24.5 (32 in the large-size limit) remains. The other CCSD terms were not examined in this way.

## Computed values

```
distorted NH3, coordinates in angstrom:
  N   0.00   0.00   0.00
  H   0.90   0.00   0.35
  H  -0.50   0.85   0.40
  H  -0.50  -0.75   0.30
speed of light: 137.035999 a.u.
spatial basis functions: 21
four-component spinors: 84, positive-energy: 42
correlated spinors: O = 8, V = 24
total SCF energies (hartree):
  spin-free nonrelativistic   -55.8340876
  four-component              -55.8637169
  four-component, PySCF check -55.8637169
  two-component, dressed      -55.8637169
  two-component, bare Coulomb -55.8615618
CCSD correlation energies (hartree):
  closed-shell spin-free code -0.13106127
  spinor code, spin-free      -0.13106127
  four-component              -0.13112815
  two-component, dressed      -0.13112815
  two-component, bare Coulomb -0.13113663
bare-Coulomb two-component minus four-component (microhartree):
  SCF 2155.10, correlation -8.484
fastest CCSD iteration (milliseconds):
  four-component 48.8, dressed 48.9, bare 47.4
two-electron basis integrals (seconds):
  LL|LL 0.941, SS|LL and SS|SS 1.854
ladder, real multiplications:
  complex spinor 8531712, closed shell 86976
  ratio 98.1 = spin 24.52 x complex 4
  large-size limit: spin 32.00, with complex 128.0
complex/real matrix product time: 3.54
loop spin vectors, largest singular value / scalar norm:
  spin-free 3.4e-15, planar 1.12e-05, no symmetry 5.98e-05
  planar, loops at the out-of-plane lone pair 7.5e-09
second / first singular value (0 means one common axis):
  planar 1.1e-08, no symmetry 0.081
```
